# Open-Ended Distributed RC Line: 50 Percent Delay and Elmore Value

## Problem

An on-chip wire of length $\ell$ has total resistance $R$ and total capacitance $C$, both spread evenly along it. Inductance and leakage are neglected, and the surrounding conductors are held at fixed potential. The wire is uncharged until $t=0$, when an ideal source steps its near end to $V_0$. The far end is open.

1. Find the voltage at the far end as a function of time.
2. Find the time $t_{50}$ at which it reaches $V_0/2$, and show that this happens once.
3. The Elmore value is $t_E=\int_0^\infty (1-V/V_0)\,dt$, taken at the far end. Find it without summing a series.
4. Explain the difference between the two times.
5. Evaluate both for a copper wire in a low-k dielectric: width and spacing 40 nm, thickness and distance to the planes above and below 80 nm, length 200 µm, effective resistivity 4 µΩ cm, and capacitance 0.06 fF/µm to the planes together and 0.07 fF/µm to each of two neighbours.

## Hints

**Hint 1.** Measure time in units of $RC$ and position in units of $\ell$. No parameter is then left in the equation.

**Hint 2.** Work with the voltage still missing, $u=1-V/V_0$. It vanishes at the driven end and decays to zero everywhere.

**Hint 3.** At the half level, compare the second term of the series with the first.

**Hint 4.** Integrate the differential equation itself over all time.

**Hint 5.** Compare the mean and the median of a decaying exponential distribution.

## Solution

### 1. The step response

Let $X$ be the distance from the source and $I$ the current towards the open end. Ohm's law and charge conservation for a short piece of wire read

$$-\frac{\partial V}{\partial X}=\frac{R}{\ell}I,\qquad -\frac{\partial I}{\partial X}=\frac{C}{\ell}\frac{\partial V}{\partial t}.$$

Differentiating the first and inserting the second gives $\partial^2V/\partial X^2=(RC/\ell^2)\,\partial V/\partial t$. With $x=X/\ell$, $\tau=t/RC$ and $v=V/V_0$ this becomes

$$\frac{\partial v}{\partial\tau}=\frac{\partial^2v}{\partial x^2},\qquad v(0,\tau)=1,\quad \frac{\partial v}{\partial x}(1,\tau)=0,\quad v(x,0)=0.$$

The condition at $x=1$ says that no current leaves the open end.

The missing voltage $u=1-v$ obeys the same equation, with $u(0,\tau)=0$, $\partial u/\partial x(1,\tau)=0$ and $u(x,0)=1$. For a product $u=f(x)g(\tau)$, the ratios $g'/g$ and $f''/f$ must equal a common constant $\lambda$. Multiplying $f''=\lambda f$ by $f$ and integrating by parts gives

$$\lambda\int_0^1f^2dx=\big[ff'\big]_0^1-\int_0^1f'^2dx=-\int_0^1f'^2dx,$$

since $f(0)=0$ and $f'(1)=0$. Hence $\lambda$ is negative; $\lambda=0$ would require a constant $f$, which $f(0)=0$ makes zero. Write $\lambda=-\mu^2$. The condition at $x=0$ selects $f=\sin\mu x$, and the condition at $x=1$ requires $\cos\mu=0$:

$$\mu_n=(2n+1)\frac{\pi}{2},\qquad n=0,1,2,\dots$$

The initial condition demands $1=\sum_nA_n\sin\mu_nx$ for $0<x\le1$. Such an expansion exists: it is the Fourier series of a square wave of period 4 that is odd about $x=0$ and even about $x=1$. For $m\neq n$,

$$\int_0^1\sin\mu_mx\,\sin\mu_nx\,dx=\frac12\left[\frac{\sin(m-n)\pi}{(m-n)\pi}-\frac{\sin(m+n+1)\pi}{(m+n+1)\pi}\right]=0.$$

For $m=n$ the integral is $\tfrac12-\sin(2\mu_n)/(4\mu_n)=\tfrac12$, because $2\mu_n$ is a multiple of $\pi$. Also $\int_0^1\sin\mu_nx\,dx=(1-\cos\mu_n)/\mu_n=1/\mu_n$. Therefore $A_n=2/\mu_n$, and

$$v(x,\tau)=1-\sum_{n=0}^\infty\frac{2}{\mu_n}\sin(\mu_nx)\,e^{-\mu_n^2\tau}.$$

At the far end $\sin\mu_n=(-1)^n$, so

$$v(1,\tau)=1-\frac4\pi\sum_{n=0}^\infty\frac{(-1)^n}{2n+1}\,e^{-(2n+1)^2\pi^2\tau/4}.$$

As a check, a ladder of 200 resistor-capacitor sections was solved at $\tau=0.05$, 0.1, 0.3, 0.5, 1 and 2. Its far-end voltage agrees with the series within $10^{-4}V_0$ at each of these times.

### 2. The 50 percent delay

Set $q=e^{-\pi^2\tau/4}$, which falls from 1 to 0 as time passes. Then

$$1-v(1,\tau)=\frac4\pi\left(q-\frac{q^9}{3}+\frac{q^{25}}{5}-\cdots\right).$$

**There is one crossing.** Differentiation gives

$$\frac{\partial v}{\partial\tau}(1,\tau)=\pi\left(q-3q^9+5q^{25}-\cdots\right).$$

The ratio of successive magnitudes is $\frac{2n+3}{2n+1}q^{8(n+1)}\le3q^8$. When $3q^8<1$, that is for $\tau>\ln3/(2\pi^2)=0.0557$, the terms alternate and shrink. The sum then has the sign of its first term, and the voltage rises.

For earlier times a bound suffices. Replace the open end by a mirror image: a line on $0\le x\le2$ driven at both ends has zero slope at $x=1$ by symmetry. Compare $v$ on this line with

$$b(x,\tau)=\mathrm{erfc}\frac{x}{2\sqrt\tau}+\mathrm{erfc}\frac{2-x}{2\sqrt\tau}.$$

Each term solves the diffusion equation. With $z=x/(2\sqrt\tau)$, both $\partial/\partial\tau$ and $\partial^2/\partial x^2$ of $\mathrm{erfc}\,z$ equal $z\,e^{-z^2}/(\sqrt\pi\,\tau)$; the second term is the mirror image of the first. The function $b$ starts at zero and is at least 1 at both ends, so $b-v$ is nonnegative initially and at the ends. It cannot become negative inside: at an interior minimum its curvature is nonnegative, so its time derivative is too, and the minimum does not deepen. Hence

$$v(1,\tau)\le2\,\mathrm{erfc}\frac{1}{2\sqrt\tau}.$$

This bound grows with $\tau$ and has reached only 0.0054 at $\tau=0.0557$. The half level is therefore crossed later, during the proven rise, and once.

**Its position.** Setting $v=\tfrac12$ gives

$$q-\frac{q^9}{3}+\frac{q^{25}}{5}-\cdots=\frac\pi8.$$

Keeping the first term alone, $q=\pi/8$, so

$$\tau_{50}\approx\frac{4}{\pi^2}\ln\frac8\pi=0.3788.$$

The full bracket is smaller than $q$, so the true $q$ at the crossing is larger than $\pi/8$ and the true time is earlier. To next order $q\approx\frac\pi8+\frac13(\frac\pi8)^9$. This raises $\ln q$ by $\frac13(\frac\pi8)^8$ and lowers the time by

$$\frac{4}{\pi^2}\,\frac13\left(\frac\pi8\right)^8=7.6\times10^{-5}.$$

The full series gives $t_{50}=0.3787\,RC$. At the half level the far end is thus already governed by the slowest mode.

### 3. The Elmore value

Define $w(x)=\int_0^\infty(1-v)\,d\tau$ at every point of the line. Differentiating twice and using the diffusion equation,

$$w''=-\int_0^\infty\frac{\partial^2v}{\partial x^2}d\tau=-\int_0^\infty\frac{\partial v}{\partial\tau}d\tau=-(1-0)=-1.$$

The end conditions are $w(0)=0$ and $w'(1)=0$. One integration gives $w'=1-x$, a second gives $w=x-x^2/2$. At the far end

$$t_E=w(1)\,RC=\tfrac12RC.$$

### 4. Why the two times differ

Let $h=\partial v/\partial\tau$ at the far end, the response to a unit impulse. Integration by parts gives

$$\int_0^\infty\tau h\,d\tau=\big[-\tau(1-v)\big]_0^\infty+\int_0^\infty(1-v)\,d\tau=\frac12.$$

The boundary term vanishes because $1-v$ decays exponentially. Moreover $h$ is nowhere negative. The comparison argument of part 2 first shows $v\ge0$. Applied next to $v(x,\tau+\delta)-v(x,\tau)$, which starts nonnegative and is zero at the driven ends, it shows that $v$ never falls. Since $h$ also integrates to 1, it can be read as a distribution of arrival times. The Elmore value is its mean, and $t_{50}$ is its median.

The tail of this distribution is an exponential with time constant $\tau_0=4/\pi^2=0.4053$. A pure exponential has mean $\tau_0$ and median $\tau_0\ln2$. Separating these parts,

$$\tfrac12=\tau_0+0.0947,\qquad \tau_{50}\approx\tau_0\ln2+\tau_0\ln\frac4\pi=0.2809+0.0979.$$

The second remainder arises because the slowest mode has amplitude $4/\pi$ rather than 1. The same excess adds $\tau_0(4/\pi-1)=0.1107$ to the mean, and the faster modes take away 0.0160, which leaves the first remainder. The two remainders are nearly equal and almost cancel in the difference. The gap is 0.1213, against $\tau_0(1-\ln2)=0.1244$ for a pure exponential with time constant $\tau_0$. The long tail pulls the mean above the median.

The Elmore value is therefore 32 percent larger than the 50 percent delay. At $t=RC/2$ the output has already reached 62.9 percent. Multiplying $t_E$ by $\ln2$, which is right for a single resistor charging a single capacitor, gives $0.347\,RC$ here, about 8 percent below $t_{50}$.

The Elmore value is not an upper bound for every threshold. The 90 percent level requires $(4/\pi)q\approx0.1$, hence $\tau=(4/\pi^2)\ln(40/\pi)=1.03$, about twice the Elmore value.

### 5. The copper wire

The resistance follows from the cross-section:

$$R=\frac{(4\times10^{-8}\,\Omega\,\mathrm m)(200\times10^{-6}\,\mathrm m)}{(40\times10^{-9}\,\mathrm m)(80\times10^{-9}\,\mathrm m)}=2500\ \Omega.$$

The capacitance per length is $0.06+2(0.07)=0.20$ fF/µm, so $C=40$ fF and $RC=100$ ps. Hence

$$t_{50}=37.9\ \mathrm{ps},\qquad t_E=50\ \mathrm{ps}.$$

Both scale as $\ell^2$ at fixed cross-section and surroundings, since $R$ and $C$ are each proportional to length.

For relative permittivity $k=2.7$, a parallel-plate estimate of the capacitance per length is $2k\varepsilon_0(80/40+40/80)=0.12$ fF/µm. It omits fringing fields, but these do not explain the whole difference from the assumed 0.20 fF/µm. In a periodic array with all wires at one potential, a wire cannot have more capacitance to the planes than its share of a solid sheet, $2k\varepsilon_0(80/80)=0.048$ fF/µm. The assumed 0.06 fF/µm therefore implies an average permittivity above 2.7, as when denser dielectric layers lie between the wires and the planes. The capacitances are rough inputs, not values computed for a uniform low-k material. If every permittivity around the wire were raised by the factor $3.9/2.7$, $C$ and the delay would grow by the same factor, giving $t_{50}=54.7$ ps.

**Comparison with real wires.** The parameters are rough typical values for narrow copper lines in carbon-doped oxide. The effective resistivity exceeds that of bulk copper, as expected for narrow lines with barrier layers. A real driver is not an ideal source. Take a driver resistance $R_d=500\ \Omega$ and a receiver capacitance $C_L=2$ fF. The time-integrated voltage drop across each resistance, per volt of step, is that resistance times the capacitance charged through it, so

$$t_E=R_d(C+C_L)+\int_0^1R\,[C(1-x)+C_L]\,dx=R_d(C+C_L)+R\left(\frac C2+C_L\right).$$

This is $21+55=76$ ps. The 50 percent delay, computed with a ladder, becomes 57 ps, about half as much again as for the ideal source. Switching neighbours can matter still more, as Variation B shows.

The other effects estimated here are smaller for this wire:

- Heating from 25 to 105 °C, with a rough resistivity slope of 0.007 µΩ cm/K, adds 14 percent to $R$ and to the delay.
- A rough inductance of 0.5 pH/µm changes $t_{50}$ by about 0.003 ps. This value is unusually small because the shift changes sign near the half level. Its natural scale is $L/R=0.04$ ps, with $L$ the total inductance, and the 10 and 90 percent times move by about 0.06 ps in opposite directions, which is still negligible.
- The skin depth at the rate of the slowest mode is 1.6 µm, far larger than the wire's cross-section.
- A supply of 0.7 V across 40 nm gives a mean field of 0.175 MV/cm, well below breakdown fields of roughly several MV/cm.

The values used here are listed in the numerical output below.

## Variation A: a slow input ramp

*The source rises linearly from 0 to $V_0$ during a time $T\,RC$. Find the delay between the half levels of input and output when $T$ is large.*

A ramp is a succession of small steps, so while it is still rising the output is

$$v_{\rm out}(\tau)=\frac1T\int_0^\tau v(1,s)\,ds=\frac1T\left[\tau-\int_0^\tau(1-v)\,ds\right].$$

Once the start-up transient has died, the last integral equals $\tfrac12$, and $v_{\rm out}=(\tau-\tfrac12)/T$. The output reaches one half at $\tau=T/2+\tfrac12$ and the input at $T/2$. The delay tends to $RC/2$: for slow ramps the Elmore value is the 50 percent delay. At $T=10$ the computed delay is $0.500\,RC$. For the example wire, a 20 ps ramp is still fast and raises the delay only from 37.9 to 38.3 ps.

## Variation B: neighbours that switch or float along

*The wire belongs to a periodic array of identical wires, with capacitance $c_g$ per length to the planes and $c_c$ to each neighbour. How does the delay depend on what the neighbours do?*

The charge per length on wire $j$ is $c_gv_j+c_c(2v_j-v_{j-1}-v_{j+1})$, in units of $V_0$. Its time derivative sets the effective capacitance.

- **All wires switch together.** The differences vanish and the capacitance is $c_g$, 0.3 times the earlier 0.20 fF/µm. The delay is 11.4 ps.
- **Alternate wires switch in opposite directions.** Each neighbour's derivative is minus that of the wire, so the capacitance is $c_g+4c_c$, 1.7 times the earlier value. The delay is 64.4 ps.
- **One wire switches, the others are quiet.** Their near ends are held at zero, but their resistance lets the rest of each wire follow the switching one.

For the last case, write the single step as an equal-weight average of patterns $e^{ij\theta}$. Each pattern moves independently with capacitance $c(\theta)=c_g+2c_c(1-\cos\theta)$. Let $\gamma=c(\theta)/(c_g+2c_c)$, and let angle brackets denote the average over $\theta$. The switching wire then follows $\langle v(1,\tau/\gamma)\rangle$, and its Elmore value is $\langle\gamma\rangle/2=\tfrac12$, because $\cos\theta$ averages to zero.

The mean is thus unchanged at 50 ps, but the median is not: a ring of 64 such wires gives 32.7 ps, 14 percent below the 37.9 ps found with fixed surroundings. Two situations with the same Elmore value can have different 50 percent delays.

## Calculated quantities

```
50% delay, full series: 0.378748 RC
50% delay, one term: 0.378824 RC
second-term correction (lowers delay): 7.64e-05 RC
Elmore value by quadrature: 0.5 RC
Elmore / 50% delay: 1.32 (ratio)
gap Elmore - 50% delay: 0.1213 RC
gap from slowest mode alone: 0.1244 RC
slowest time constant: 0.4053 RC
output at t = 0.5 RC: 62.92 %
ln2 times Elmore: 0.3466 RC
90% delay: 1.031 RC
time after which series proves rise: 0.0557 RC
bound on output at that time: 0.0054 V0
delay for ramp lasting 10 RC: 0.5 RC
wire width = spacing: 40 nm
wire thickness = distance to planes: 80 nm
wire length: 200 um
effective resistivity: 4 uohm cm
low-k relative permittivity: 2.7 
capacitance to planes: 0.06 fF/um
capacitance to each neighbour: 0.07 fF/um
total capacitance per length: 0.2 fF/um
parallel-plate estimate of total: 0.12 fF/um
R: 2500 ohm
C: 40 fF
RC: 100 ps
50% delay of wire: 37.87 ps
Elmore value of wire: 50 ps
50% delay with k = 3.9: 54.71 ps
driver resistance: 500 ohm
receiver capacitance: 2 fF
50% delay with driver and receiver: 57.13 ps
Elmore with driver and receiver: 76 ps
50% delay, neighbours in phase: 11.36 ps
50% delay, neighbours in antiphase: 64.39 ps
50% delay, quiet resistive neighbours: 32.71 ps
Elmore, quiet resistive neighbours: 50 ps
input rise time (0 to 100%): 20 ps
50% delay with that rise time: 38.28 ps
total inductance: 100 pH
wave transit time sqrt(LC): 2 ps
delay change by inductance: 0.0031 ps
resistivity slope: 0.007 uohm cm/K
heating from 25 to 105 C: 80 K
delay increase by heating: 14 %
50% delay when hot: 43.18 ps
skin depth at slowest-mode rate: 1.6 um
supply voltage: 0.7 V
mean field between wires: 0.175 MV/cm
```
